# Ettingshausen cooling: two figures of merit, maximum cooling and tapered elements

When computed transport coefficients are turned into a predicted temperature drop for an Ettingshausen cooler, one must decide which electrical resistivity enters the figure of merit: the one at zero transverse temperature gradient or the one at zero transverse heat flow. In the example below they differ by a factor of 1.7. If the Nernst coefficient, the isothermal resistivity and the heat conductivity are constant, the largest cooling is \(\tfrac12Z_iT_h^2\), as shown below, and putting the wrong resistivity into this formula changes the prediction by the same factor. A second decision concerns shape: the cooling limit of a rectangular element does not hold for a tapered one.

## Setting and statement

Current flows along \(x\), the magnetic field lies along the \(z\) axis, and heat is pumped along \(y\) from the cold face \(y=0\) to the hot face \(y=\ell\). Without the field, the material is isotropic about \(z\) and unchanged by a half turn about \(x\). The element is long in \(x\), so its ends are neglected and nothing but the potential depends on \(x\). Thus \(\partial_xT=0\), and no current leaves through the faces, so \(J_y=0\). Contacts are ideal, and electrons and holes recombine fast enough to stay in local equilibrium. The width \(w(y)\) along \(z\) varies so gently that \(T\) depends on \(y\) alone. A prime means \(d/dy\), \(J=J_x\), \(q=q_y\), and \(E=E_x\) is the electrochemical field. SI units are used.

Let \(\rho\) be the resistivity at \(T'=0\), \(\rho_a\) that at \(q=0\), \(\kappa\) the heat conductivity at \(J=0\), and \(N\) the Nernst coefficient times the magnetic field, in V/K. Define

\[
z_i=\frac{N^2T}{\rho\kappa},\qquad z_a=\frac{N^2T}{\rho_a\kappa},\qquad M=\sqrt{1+z_a}.
\]

**Theorem.** Under these assumptions:

1. \(z_a=z_i/(1-z_i)\), with \(z_i\le1\), while the second law puts no upper bound on \(z_a\).
2. At zero heat load, the largest cooling of a rectangular element is
   - A: \(T_h-T_c=\tfrac12Z_iT_h^2\) for constant \(N,\rho,\kappa\), with \(Z_i=z_i/T\);
   - B: \(T_h-T_c=\tfrac12Z_aT_c^2\) for constant \(N,\rho,\kappa(1-z_i)\), with \(Z_a=z_a/T\);
   - C: \(T_h/T_c=M\) for \(N\) and \(\rho\) proportional to \(1/T\) and constant \(\kappa\).
3. A suitably tapered single element has the same heat ratio \(Q_h/Q_c\) as a cascade of infinitely many thin stages, each at its own best current. In model C this taper is exponential, and \(T_h/T_c\) then has no upper limit within the model.

The word "suitably" matters: for other property laws the required taper need not be exponential.

## Lemma 1: the transport laws and the bound

Write \(\mathbf E=\hat\rho\mathbf J+\hat\alpha\nabla T\) and \(\mathbf q=\hat\Pi\mathbf J-\hat\kappa\nabla T\). Onsager symmetry in a magnetic field requires \(\Pi_{ij}(B)=T\alpha_{ji}(-B)\). A half turn about \(x\) reverses both \(y\) and \(B\), so \(\alpha_{xy}\) is odd in \(B\). Hence \(\Pi_{yx}(B)=T\alpha_{xy}(-B)=-T\alpha_{xy}(B)\). Set \(N=-\alpha_{xy}\) and choose the field direction that makes \(N>0\). With \(J_y=\partial_xT=0\),

\[
E=\rho J-NT',\qquad q=NTJ-\kappa T'. \tag{1}
\]

The entropy production per volume is \(\dot s=JE/T-qT'/T^2\). Multiplying by \(T\) and inserting (1),

\[
T\dot s=J(\rho J-NT')-\frac{T'}{T}(NTJ-\kappa T')
=\rho J^2-2NJT'+\frac{\kappa}{T}T'^2 .
\]

This must be non-negative for every \(J\) and \(T'\), so \(N^2\le\rho\kappa/T\), that is, \(z_i\le1\). I take \(z_i<1\) from here on.

For a Peltier element, where \(E=\rho J+ST'\) and \(q=STJ-\kappa T'\), the two cross terms cancel and no such bound arises. Here they add, because the coefficient is odd in the field.

## Lemma 2: isothermal and adiabatic coefficients

If no heat flows along \(y\), (1) gives \(T'=NTJ/\kappa\). The current has then built up a temperature gradient whose Nernst field assists it:

\[
E=\Big(\rho-\frac{N^2T}{\kappa}\Big)J
\quad\Rightarrow\quad \rho_a=\rho(1-z_i).
\]

Therefore \(z_a=z_i/(1-z_i)\) and \(1+z_a=1/(1-z_i)=M^2\). This proves part 1.

At \(E=0\), on the other hand, \(J=NT'/\rho\) and

\[
q=-\Big(\kappa-\frac{N^2T}{\rho}\Big)T'=-\tilde\kappa T',\qquad \tilde\kappa=\kappa(1-z_i).
\]

With \(\sigma=1/\rho\), the product \(\rho_a\kappa\) equals \(\rho\tilde\kappa\), so \(z_a=\sigma N^2T/\tilde\kappa\). The adiabatic figure of merit therefore also results from combining the isothermal resistivity with the short-circuit heat conductivity. Combining \(\rho_a\) with \(\tilde\kappa\) would count the correction twice.

## Lemma 3: the device equations

In a steady magnetic field \(\nabla\times\mathbf E=0\), so \(\partial_yE_x=\partial_xE_y=0\). The field \(E\) is thus the same at every \(y\), and it is the current density that varies. Solving (1) for \(J\) and inserting it in \(q\),

\[
J=\sigma(E+NT'),\qquad q=\sigma NTE-\tilde\kappa T'. \tag{2}
\]

Charge and total energy are conserved, so the divergence of \(\mathbf q\) is \(\mathbf J\cdot\mathbf E=JE\). For the heat \(Q=wq\) crossing a section, per unit length in \(x\),

\[
(wq)'=wEJ. \tag{3}
\]

For constant \(w\) and constant \(\sigma N\), (2) and (3) give \(\sigma NET'-(\tilde\kappa T')'=\sigma E^2+\sigma NET'\). The terms in \(\sigma NET'\) cancel:

\[
(\tilde\kappa T')'=-\sigma E^2. \tag{4}
\]

Models A, B and C all have constant \(\sigma N\).

## Proof of part 2

At zero load \(q(0)=0\), so \(\tilde\kappa T'=\sigma NT_cE\) at \(y=0\).

**Model A.** Here \(\tilde\kappa=\kappa(1-Z_iT)\). Put \(G(T)=T-\tfrac12Z_iT^2\), so that \(\tilde\kappa T'=\kappa\,dG/dy\). Integrating (4) twice gives

\[
G(T_h)-G(T_c)=\frac{\sigma NT_cE\ell}{\kappa}-\frac{\sigma E^2\ell^2}{2\kappa}
=Z_i\Big(T_cs-\frac{s^2}{2}\Big),\quad s=\frac{E\ell}{N}.
\]

Moving \(G(T_c)\) to the right and completing the square,

\[
G(T_h)=T_c-\tfrac12Z_i(T_c-s)^2 .
\]

Hence \(T_c\ge G(T_h)\) for every field, with equality at \(s=T_c\). The lowest cold temperature is \(T_h-\tfrac12Z_iT_h^2\), reached at \(E=NT_c/\ell\). At this field \(dG/dy\) falls linearly to zero at the hot face, so \(T\) stays between \(T_c\) and \(T_h\), and \(Z_iT_h<1\) suffices for validity. Since \(z_i<1\) at the hot end, this model cannot cool below \(T_h/2\).

**Model B.** Now \(\tilde\kappa\) is constant and \(Z_a=\sigma N^2/\tilde\kappa\). The same two integrations give

\[
T_h-T_c=Z_a\Big(T_cs-\frac{s^2}{2}\Big)\le\tfrac12Z_aT_c^2,
\]

again with equality at \(s=T_c\). At fixed \(T_h\) the left side falls and the right side rises with \(T_c\), so equality marks the lowest \(T_c\). Solving the quadratic,

\[
T_c=\frac{2T_h}{1+\sqrt{1+2Z_aT_h}} .
\]

**Model C.** Now \(\sigma\propto T\), while \(z_a\) and \(\tilde\kappa\) are constant. With the constant \(k^2=\sigma E^2/(\tilde\kappa T)\), (4) becomes \(T''=-k^2T\). The initial slope follows from

\[
\Big(\frac{\sigma NE}{\tilde\kappa k}\Big)^2=\frac{\sigma N^2T}{\tilde\kappa}=z_a
\quad\Rightarrow\quad T'(0)=\sqrt{z_a}\,kT_c .
\]

The solution is \(T=T_c(\cos ky+\sqrt{z_a}\sin ky)\). Its largest value at \(y=\ell\) is \(T_c\sqrt{1+z_a}\), reached at \(\tan k\ell=\sqrt{z_a}\). This completes part 2.

To leading order in small \(z\), all three models give \(T_h-T_c\approx\tfrac12zT\), and the two figures of merit coincide. At larger \(z\), the figure of merit, the temperature at which it is taken and the assumed property law must be stated together.

## Lemma 4: the best thin stage

Consider a layer \(dy\) with \(T'>0\) and \(q>0\). By (3), its heat grows relative to its temperature at the rate

\[
r=\frac{d\ln Q}{d\ln T}=\frac{TEJ}{qT'} .
\]

Put \(j=\rho J/(NT')\). Then (1) reads \(E=NT'(j-1)\) and \(q=\kappa T'(z_ij-1)\), so

\[
r=\frac{z_i\,j(j-1)}{z_ij-1}.
\]

The derivative vanishes when \((2j-1)(z_ij-1)-z_ij(j-1)=0\), which simplifies to \(z_ij^2-2j+1=0\). With \(\delta=\sqrt{1-z_i}=1/M\), the roots are \(j=(1\pm\delta)/z_i\). Positive \(q\) needs \(z_ij>1\), which selects the plus sign. It is a minimum, because \(r\to\infty\) both as \(z_ij\to1\) from above and as \(j\to\infty\). Since \(z_i=(1-\delta)(1+\delta)\), we have \(j=1/(1-\delta)\), \(j-1=\delta/(1-\delta)\) and \(z_ij-1=\delta\), so

\[
r_*=\frac{1+\delta}{1-\delta}=\frac{M+1}{M-1}. \tag{5}
\]

The corresponding field and heat flux are

\[
E=\frac{NT'}{M-1},\qquad q=\kappa\delta T'=M\tilde\kappa T'. \tag{6}
\]

If every layer may have its own current, as in an infinite cascade, the least heat ratio is

\[
\ln\frac{Q_h}{Q_c}=\int_{T_c}^{T_h}r_*\frac{dT}{T},
\qquad\text{or}\qquad \frac{Q_h}{Q_c}=\Big(\frac{T_h}{T_c}\Big)^{r_*}\ \text{for constant }z_a .
\]

The electrical power is \(Q_h-Q_c\), so the coefficient of performance is \(1/(Q_h/Q_c-1)\). As \(z_i\to1\), \(r_*\to1\) and the Carnot value \(T_c/(T_h-T_c)\) is approached. For small \(z\), \(r_*\approx4/z\), and the heat to be rejected grows steeply with \(T_h/T_c\).

## Proof of part 3

A single element has one field \(E\), whereas (6) asks for a particular field in each layer. The two agree if the temperature profile satisfies

\[
T'=\frac{(M-1)E}{N}. \tag{7}
\]

The width can enforce this profile. Solve (7) for \(T(y)\), obtain \(Q\) from \(d\ln Q/d\ln T=r_*\), and set \(w=Q/(M\tilde\kappa T')\). Equations (2) then hold because the field in each layer is the optimal one, and (3) holds because it is the definition of \(r_*\). This element has the heat ratio of the infinite cascade.

In model C, \(NT\) is constant, so (7) gives a constant \(g=T'/T=(M-1)E/(NT)\). Therefore \(T=T_ce^{gy}\), \(Q=Q_ce^{r_*gy}\) and

\[
w\propto\frac{Q}{T'}\propto e^{(r_*-1)gy}=e^{ay},\qquad a=\frac{2g}{M-1}.
\]

Eliminating \(y\),

\[
\frac{T_h}{T_c}=\Big(\frac{w_h}{w_c}\Big)^{(M-1)/2}, \tag{8}
\]

which grows without limit with the width ratio, even while the element carries a positive heat load. This proves part 3.

**Remark: the staircase.** In model C, stack \(n\) rectangular stages of equal thickness \(h\) under one common field. Equation (4) and the flux in (2) are unchanged in form when \(T\) and \(q\) are scaled together, so all stages can share one temperature ratio \(\tau_s=(T_h/T_c)^{1/n}\) and one heat ratio \(R_s\). The heat entering successive stages grows by \(R_s\), and the flux per area by \(\tau_s\). The widths therefore form a geometric progression with factor \(R_s/\tau_s\).

Within a stage, \(v=T'/(kT)\) obeys \(v'=-k(1+v^2)\), so it varies by an amount of order \(h\). If \(v\) has its optimal value at mid-stage, \(r\) exceeds \(r_*\) by order \(h^2\), because \(r\) is stationary there. The excess in \(\ln(Q_h/Q_c)\) is thus at most of order \(1/n^2\). As \(n\to\infty\), \(\ln(R_s/\tau_s)/h\to(r_*-1)g\), and the staircase becomes the exponential profile.

**Remark: other property laws.** If \(N\), \(z_i\) and \(\kappa\) are constant, (7) makes \(T\) linear in \(y\), and \(w\propto Q\propto T^{r_*}\). The matching taper is then a power law. An exponential is in that case an approximation to infinite staging.

## Worked example

Take a model semimetal with two symmetric parabolic bands that touch at the chemical potential. The mass is \(0.05\,m_e\), the relaxation time \(\tau=2\) ps, the lattice heat conductivity \(\kappa_L=2\) W/(m K), the field 1 T and \(T_h=150\) K. These are round parameters, not those of a named material. The semiclassical treatment requires a Landau-level spacing well below \(k_BT\); at 1 T the ratio is 0.18 at 150 K and 0.27 at 100 K, and Landau quantization of the orbits changes the carrier density by less than 0.2 percent.

Let \(b=e\tau B/m\), and let \(\langle x^p\rangle\) be the average of \(x^p\), \(x=\varepsilon/k_BT\), with weight \(x^{3/2}/\cosh^2(x/2)\). Electrons and holes drift oppositely along \(x\), but the magnetic force deflects both towards \(+y\). Their transverse currents cancel while their heats add. This pair flow must be generated at one face and recombine at the other. If \(L\ll\ell\) is the distance a carrier diffuses across the field before recombining, a drift-diffusion estimate lowers the resistivity by the factor \(1/(1+2b^2L/\ell)\), so local equilibrium needs \(b^2L\ll\ell\), not merely \(L\ll\ell\). For the present parameters and \(\ell=1\) mm, a 5 percent error is reached at a recombination time of order 0.1 ns. Solving \(m\mathbf v/\tau=\mathbf F+c\,\mathbf v\times\mathbf B\) for charges \(c=\pm e\), with \(n\) carriers per band, gives

\[
\sigma=\frac{2ne^2\tau}{m(1+b^2)},\quad N=\frac{bk_B}{e}\langle x\rangle,\quad
\tilde\kappa=\kappa_L+\sigma\frac{k_B^2T}{e^2}\langle x^2\rangle .
\]

Numerical quadrature gives \(n=7.59\times10^{22}\) m\(^{-3}\). With \(b=7.035\), the results are \(N=1.718\) mV/K, \(\rho=295.1\) µΩ m and \(\tilde\kappa=2.040\) W/(m K). Adding \(N^2T/\rho=1.500\) W/(m K) gives \(\kappa=3.540\) W/(m K). Then

\[
z_i=\frac{(1.718\times10^{-3})^2\times150}{295.1\times10^{-6}\times3.540}=0.424,
\qquad z_a=\frac{0.4237}{0.5763}=0.735 .
\]

The adiabatic resistivity is \(0.5763\times295.1=170.1\) µΩ m. Without lattice conduction, \(z_a=b^2\langle x\rangle^2/\langle x^2\rangle\), which grows with the square of the field. At 5 T this formula gives \(z_i=0.9989\), still below one. This value only illustrates the bound: the Landau-level spacing is then comparable with \(k_BT\), outside the range of the semiclassical treatment. With lattice conduction, \(z_a\) in this model levels off at strong field, because \(\sigma N^2\) tends to a constant and \(\tilde\kappa\) to \(\kappa_L\).

**Rectangular element.** Let \(\ell=1\) mm. The three property laws are separate extrapolations from the coefficients at the hot end; none is the temperature dependence of the band model.

- A: the cooling is \(\tfrac12\times0.4237\times150=31.8\) K, so \(T_c=118.2\) K, at \(E=NT_c/\ell=203\) V/m.
- B: \(T_c=300/(1+\sqrt{1+2\times0.7352})=116.7\) K, a cooling of 33.3 K.
- C: \(M=\sqrt{1.7352}=1.317\), so \(T_c=150/1.317=113.9\) K, a cooling of 36.1 K.

The spread of about 4 K comes from the property laws alone. Using \(z_a\) in the formula of model A would give 55 K instead of 31.8 K.

**Tapered element.** In model C, ask for \(T_c=100\) K, beyond the reach of the rectangular element. From (5), \(r_*=7.30\). The required ratios are

\[
\frac{w_h}{w_c}=1.5^{6.30}=12.9,\qquad \frac{Q_h}{Q_c}=1.5^{7.30}=19.3 .
\]

With \(g=\ln1.5/\ell\), (7) gives \(E=329\) V/m, and (6) gives a cold-end heat flux \(M\tilde\kappa gT_c=10.9\) W/cm\(^2\). The coefficient of performance is \(1/18.3=0.055\), against a Carnot value of 2. These values depend strongly on \(z_a\) staying constant down to 100 K. With the same hot-end coefficients, the infinite-cascade heat ratio over this range is about 33 in model B and 48 in model A. With the band model's own temperature dependence (\(\sigma\propto T^{3/2}\), \(N\) constant), \(z_a\) falls to 0.27 at 100 K, the ratio is about 96 and the coefficient of performance about 0.011. The taper is gentle only if \(w_h\) is well below \(1/a\approx0.4\) mm.

For finite cascades, \(R_s\) was minimized numerically over \(kh\) at fixed \(\tau_s\). With 4, 8, 16 and 64 stages, \(Q_h/Q_c\) is 22.34, 19.99, 19.49 and 19.34. The excess over 19.33 falls roughly fourfold per doubling of \(n\), as the \(1/n^2\) estimate suggests. A quadratic taper \(w\propto[1+(\sqrt{w_h/w_c}-1)y/\ell]^2\) with the same end widths and end temperatures gives 20.3 after a numerical search over \(E\), about 5 percent more than the exponential.

**Zero load.** For \(w\propto e^{ay}\) in model C, (2) and (3) give

\[
T''+aT'=(a\sqrt{z_a}\,k-k^2)T,\qquad T'(0)=\sqrt{z_a}\,kT_c .
\]

Integrating numerically and maximizing over \(E\) gives \(T_h/T_c=1.32\), 1.76 and 2.47 for width ratios 1, 10 and 100. For the last two, (8) gives 1.44 and 2.08. Those values are lower because (8) describes an element that still pumps heat from the cold face at the best local efficiency. The price of a large temperature ratio is the width, and the model fails once \(z_a\) can no longer be treated as constant over the range.
